# Mirror Unfolding of a Film with One Specular and One Diffuse Surface

## Problem

Film A is a metal layer filling $0<z<d$. Its face at $z=0$ reflects electrons specularly, like a perfect mirror, and its face at $z=d$ scatters them diffusely. Film B is made of the same metal, fills $-d<z<d$, and has two diffuse faces. A weak, uniform, steady electric field $E$ points along $x$, in the plane of the films.

(a) Prove that A and B have the same resistivity for every ratio of $d$ to the bulk mean free path $\lambda$. Do they also have the same sheet resistance?

(b) Find the resistivity as an integral, and its limits for thick and thin films.

(c) Evaluate it for $d=20$ nm, $\lambda=40$ nm and bulk resistivity $\rho_0=1.70$ µΩ cm.

Assume semiclassical electrons on a spherical Fermi surface with speed $v_F$, a single relaxation time $\tau$, so that $\lambda=v_F\tau$, flat parallel faces and no magnetic field. The resistivity of a film means $E$ divided by the current density averaged over the thickness.

## Hints

1. Follow an electron in A that bounces off the mirror. Instead of reflecting the electron, reflect the film. What does the path look like now, and where does it meet a diffuse face?
2. Write the Boltzmann equation for the deviation from equilibrium. Which boundary condition belongs to a mirror, and which to a diffuse face?
3. Use the solution in A to define a function on $-d<z<d$. In the lower half, reverse both the position and the velocity component along $z$.
4. Show that this function satisfies every condition of film B. Then ask whether B can have a second solution.

## Solution

### The equation for the drift

Let the electron charge be $-e$, and let the distribution be $f=f_0+g$, where $f_0(\varepsilon)$ is the equilibrium distribution and $g$ is linear in $E$. The force is $-eE$ along $x$, and $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial\varepsilon$. The steady, linearized Boltzmann equation is therefore

$$v_z\frac{\partial g}{\partial z}-eEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{g}{\tau}.$$

In the bulk the first term vanishes and $g=eE\tau v_x\,\partial f_0/\partial\varepsilon$. We measure the drift in the film relative to this value by writing

$$g=eE\tau v_x\frac{\partial f_0}{\partial\varepsilon}\,h .$$

Substitution and division by the common factor $eEv_x\,\partial f_0/\partial\varepsilon$ give $\tau v_z\,\partial h/\partial z-1=-h$. With $u_z=v_z/v_F$, so that $\tau v_z=\lambda u_z$, this becomes

$$\lambda u_z\frac{\partial h}{\partial z}+h=1. \tag{1}$$

Neither this equation nor the boundary conditions below contain the azimuth of the velocity about $z$, so $h$ depends on $z$ and $u_z$ alone.

### The boundary conditions

A specular reflection reverses $v_z$ and keeps $v_x$ and $v_y$. The electrons leaving the mirror carry the drift of those that arrived:

$$h_A(0,u_z)=h_A(0,-u_z). \tag{2}$$

At a diffuse face the outgoing electrons have a distribution independent of direction at each energy. Its size is fixed by the requirement that as many electrons leave as arrive. The arriving deviation $g$ is proportional to $v_x$ and sums to zero over the azimuth, so it brings no excess of electrons. The outgoing distribution is then $f_0$, which means $h=0$ for outgoing directions. At the upper face these have $u_z<0$:

$$h_A(d,u_z)=0\quad\text{for }u_z<0. \tag{3}$$

Film B has the corresponding condition at both faces:

$$h_B(d,u_z<0)=0,\qquad h_B(-d,u_z>0)=0. \tag{4}$$

### Unfolding

Define a function $H$ on the whole interval $-d<z<d$ by

$$H(z,u_z)=\begin{cases}h_A(z,u_z), & z>0,\\ h_A(-z,-u_z), & z<0.\end{cases}$$

*The equation.* For $z>0$, $H$ obeys (1) because $h_A$ does. For $z<0$, the chain rule gives $\partial H/\partial z=-h_A'(-z,-u_z)$, where the prime is the derivative with respect to the first argument. Hence

$$\lambda u_z\frac{\partial H}{\partial z}+H=\lambda(-u_z)\,h_A'(-z,-u_z)+h_A(-z,-u_z)=1.$$

The last equality is (1) for film A, taken at position $-z$ and direction $-u_z$. The two sign changes have cancelled.

*The midplane.* Approached from above, $H$ tends to $h_A(0,u_z)$; from below, it tends to $h_A(0,-u_z)$. By (2) these are equal. The mirror condition is thus the statement that $H$ is continuous at $z=0$, as it must be inside a metal where nothing special happens at the midplane.

*The outer faces.* At $z=d$, (3) gives $H=0$ for $u_z<0$. At $z=-d$ we have $H(-d,u_z)=h_A(d,-u_z)$. For $u_z>0$ the second argument is negative, so (3) again gives zero. These are the two conditions (4).

*Uniqueness.* Suppose B had two solutions, with difference $D$. Subtracting their equations gives $\lambda u_z\,\partial D/\partial z+D=0$, so $D=C\,e^{-z/(\lambda u_z)}$ with one constant $C$ for each direction. By (4), $D$ vanishes at the face where that direction enters the film, so $C=0$. The single direction $u_z=0$ has no weight in the current. Therefore $H=h_B$.

### From drift to resistivity

The current density is a sum of $-e\,v_x g$ over states, and is therefore proportional to a sum of $v_x^2h$. On the Fermi sphere $v_x^2=v_F^2(1-u_z^2)\cos^2\varphi$, and the azimuthal average of $\cos^2\varphi$ is a common factor. Dividing by the bulk value, for which $h=1$ and $\int_{-1}^{1}(1-u_z^2)\,du_z=4/3$, gives

$$\frac{j(z)}{j_{\rm bulk}}=\frac34\int_{-1}^{1}(1-u_z^2)\,h(z,u_z)\,du_z. \tag{5}$$

For $z<0$ we insert $h_B(z,u_z)=h_A(-z,-u_z)$ and change the integration variable from $u_z$ to $-u_z$. The weight $1-u_z^2$ is unchanged, so $j_B(z)=j_A(-z)$. Together with the upper half this says $j_B(z)=j_A(|z|)$, and the averages satisfy

$$\frac1{2d}\int_{-d}^{d}j_B\,dz=\frac{2}{2d}\int_0^d j_A\,dz=\frac1d\int_0^d j_A\,dz .$$

The field is the same in both films, so $\rho_A=\rho_B$. No assumption about $d/\lambda$ was made.

The sheet resistances differ. They are $\rho_A/d$ and $\rho_B/(2d)$, so A has twice the sheet resistance of B: it has the same current density pattern in half the metal.

### The integral and its limits

Let $\mu=|u_z|$. In film B, electrons moving up start with $h=0$ at $z=-d$, and those moving down start with $h=0$ at $z=d$. Equation (1) then gives

$$h_\uparrow=1-e^{-(d+z)/(\lambda\mu)},\qquad h_\downarrow=1-e^{-(d-z)/(\lambda\mu)}. \tag{6}$$

The same expressions follow from film A directly. There the downward electrons reach the mirror with $h=1-e^{-d/(\lambda\mu)}$. Starting upward with this value, they obey $1-h=e^{-d/(\lambda\mu)}e^{-z/(\lambda\mu)}$, which is $h_\uparrow$.

To average over the thickness, set $\kappa=2d/\lambda$. Each exponential has the mean

$$\frac1{2d}\int_{-d}^{d}e^{-(d+z)/(\lambda\mu)}dz=\frac{\lambda\mu}{2d}\left(1-e^{-2d/(\lambda\mu)}\right)=\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right).$$

The up and down terms contribute equally, which turns the factor $3/4$ in (5) into $3/2$. Since $\rho_0/\rho$ is the average of $j/j_{\rm bulk}$,

$$\frac{\rho_0}{\rho}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu,\qquad \kappa=\frac{2d}{\lambda}. \tag{7}$$

*Thick film, $d\gg\lambda$.* The exponential is at most $e^{-\kappa}$ and can be dropped. With $\int_0^1(\mu-\mu^3)\,d\mu=\tfrac14$,

$$\frac{\rho_0}{\rho}\simeq1-\frac{3}{8\kappa}=1-\frac{3\lambda}{16d}. \tag{8}$$

*Thin film, $d\ll\lambda$.* Since $1=\tfrac32\int_0^1(1-\mu^2)\,d\mu$, equation (7) can be rewritten as

$$\frac{\rho_0}{\rho}=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right)\right]d\mu .$$

For $\mu\gg\kappa$, expanding the exponential to second order reduces the bracket to $\kappa/(2\mu)$. For $\mu$ up to about $\kappa$ the bracket lies between 0 and 1, so that range contributes only a term of order $\kappa$. The integral of $1/\mu$ from about $\kappa$ to 1 supplies the leading logarithm:

$$\frac{\rho_0}{\rho}\simeq\frac{3\kappa}{4}\ln\frac1\kappa=\frac{3d}{2\lambda}\ln\frac{\lambda}{2d}. \tag{9}$$

The logarithm comes from electrons travelling nearly parallel to the faces, which go far before they meet a diffuse one. The neglected term of order $\kappa$ is smaller only by a logarithm, so (9) is approached slowly: it lies 17% below (7) at $\kappa=0.1$ and still 9% below at $\kappa=0.01$. For numerical values, use (7).

### The 20 nm film

Here $\kappa=2\times20/40=1$, and (7) gives $\rho_0/\rho=0.6839$. Hence

$$\rho_A=\rho_B=\frac{1.70}{0.6839}=2.486\ \text{µΩ cm}.$$

As a test of the theorem, equation (1) was solved numerically by finite differences in film A, with the mirror condition (2) imposed, and separately in film B. Both solutions give 0.683857, as does (7). Simulated random flights in film A give $0.6834\pm0.0008$ (one standard error).

The sheet resistance of A is $2.486\times10^{-8}\ \Omega\,\text{m}/(20\times10^{-9}\ \text{m})=1.243\ \Omega$ per square, and that of B is 0.621 Ω per square. If the mirror were replaced by a second diffuse face at the same 20 nm thickness, the resistivity would be 3.257 µΩ cm, which is 31% higher.

The local current density in A, relative to bulk, is 0.758 at the mirror, 0.712 at mid-depth and 0.453 at the diffuse face. The last value follows from (5) and (6). At $z=d$ the downward electrons have $h=0$ and contribute nothing. The upward ones would contribute one half if they had fully recovered their bulk drift, but with $2d=\lambda$ their drift is $1-e^{-1/\mu}$, which falls from nearly 1 at grazing angles to 0.87 at $\mu=0.5$ and 0.63 along the normal. Its mean with the weight $1-\mu^2$ is 0.906, and half of this is 0.453.

The thick-film law (8) would give $1-3\times40/(16\times20)=0.625$ instead of 0.684, so it should not be used at this thickness.

### Comparison with a real copper film

The inputs are rough typical values for copper near room temperature. A free-electron estimate from $\rho_0$ and a rough electron density of $8.5\times10^{28}\ \text{m}^{-3}$ gives $\lambda=38.7$ nm, consistent with the 40 nm used. The perfect mirror is an idealization. Lowering the mirror's specularity to 0.9 raises $\rho_A$ to 2.546 µΩ cm, so the equality with film B is then missed by 2.4%. Warming from 293 K to 373 K, with a rough linear coefficient of 0.0039 per K and $\rho_0\lambda$ held fixed, gives $\rho_0=2.23$ µΩ cm, $\lambda=30.5$ nm and a film resistivity of 3.01 µΩ cm. The equality survives, because both films have the same new $\lambda$. About 86 subbands are filled across 20 nm, so the film is far from the limit of a few subbands; the effect of quantization on the resistivity is not computed here. The largest correction sized here comes from grain boundaries, treated in Variation 2. Variations of the film thickness and the anisotropy of copper's Fermi surface are left out and have not been sized.

## Variation 1: two half-specular faces

*Film C has thickness $d$, and each of its faces reflects half of the electrons specularly and half diffusely. Is it equivalent to film A?*

Let $\mathcal E=e^{-d/(\lambda\mu)}$, and let $h_0$ be the drift with which electrons leave a face. By (1), the deficit $1-h$ shrinks by the factor $\mathcal E$ on a crossing, so they arrive at the other face with $1-(1-h_0)\mathcal E$. Half of this drift survives the collision. By the symmetry of the film, the result is again $h_0$:

$$h_0=\tfrac12\left[1-(1-h_0)\mathcal E\right]\quad\Rightarrow\quad 1-h_0=\frac{1}{2-\mathcal E}.$$

The mean of the deficit over the thickness, for either sign of $u_z$, is

$$\Delta_C=\frac{\lambda\mu}{d}\,\frac{1-\mathcal E}{2-\mathcal E}.$$

For film A, the average over both signs of $u_z$ was found above (7). With $e^{-2d/(\lambda\mu)}=\mathcal E^2$ it is

$$\Delta_A=\frac{\lambda\mu}{2d}(1-\mathcal E^2)=\frac{\lambda\mu}{d}\,\frac{(1-\mathcal E)(1+\mathcal E)}{2}.$$

The ratio is

$$\frac{\Delta_A}{\Delta_C}=\frac{(1+\mathcal E)(2-\mathcal E)}{2}=1+\frac{\mathcal E(1-\mathcal E)}{2}>1 .$$

Film A loses more current at every $\mu$ with $0<\mu<1$, so C has the lower resistivity at any finite thickness. For 20 nm the values are 2.387 µΩ cm for C and 2.486 µΩ cm for A, a difference of 4%. When $d\gg\lambda$, $\mathcal E$ is negligible and the two agree: at 400 nm both have $\rho_0/\rho=0.98125$, which is also the value of (8). A measurement on thick films alone therefore cannot distinguish them in this model.

## Variation 2: columnar grains

*Both films now contain grain boundaries perpendicular to $x$. Does the equality survive?*

In the Mayadas–Shatzkes model, such boundaries multiply the scattering rate by $1+\alpha/|u_x|$, where $u_x=v_x/v_F$ and

$$\alpha=\frac{\lambda}{D}\,\frac{R}{1-R}$$

for grain size $D$ and boundary reflection coefficient $R$. Here $R$ is an effective parameter that enters only through $\alpha$, not a unique microscopic reflection probability. How a real boundary's reflection depends on angle changes the result: in film A, evenly spaced incoherent planes 20 nm apart give about 4.5 µΩ cm if they reflect 0.30 at every angle, but about 5.6 µΩ cm if they are thin barriers reflecting 0.30 at normal incidence and more at oblique incidence. Equation (1) becomes

$$\lambda u_z\frac{\partial h}{\partial z}+\left(1+\frac{\alpha}{|u_x|}\right)h=1 .$$

Now $h$ also depends on $|u_x|$. A mirror reflection leaves $u_x$ unchanged, so the new factor is the same before and after unfolding. The deviation $g$ is still odd in $v_x$, so the diffuse condition still reads $h=0$. In the current, the weight is $u_x^2$, which is also unchanged. Each step of the proof goes through, provided A and B have the same $\alpha$.

With the rough value $R=0.30$ and $D=20$ nm, $\alpha=(40/20)(0.30/0.70)=0.857$. Random flights in film A and direct integration over angles for film B both give 4.40 µΩ cm, which is 77% above the value without grains.

If grain size instead follows film thickness, B has $D=40$ nm and its resistivity is 3.45 µΩ cm, while A stays at 4.40 µΩ cm. The unfolding has not failed; the two films no longer have the same $\alpha$, which the proof requires. Within this model, a comparison of films with thicknesses $d$ and $2d$ must therefore keep $\alpha$ the same. Holding the grain size and the boundary reflection coefficient fixed, in the same metal at the same temperature, is one way to do so.

The main computed values are listed in the numerical output below.

## Table of computed values

```
bulk resistivity (rough input): 1.70 microohm cm
bulk mean free path (rough input): 40.0 nm
thickness d of one-mirror film: 20.0 nm
kappa = 2d/lambda: 1.000
rho0/rho, one-mirror film, Boltzmann solver: 0.683857
rho0/rho, diffuse film 2d, Boltzmann solver: 0.683857
rho0/rho, diffuse film 2d, integral: 0.683857
rho0/rho, one-mirror film, random flights: 0.6834
standard error of random flights: 0.0008
resistivity, one-mirror film d: 2.486 microohm cm
resistivity, diffuse film 2d: 2.486 microohm cm
resistivity, diffuse film d: 3.257 microohm cm
resistivity, two half-specular faces, d: 2.387 microohm cm
sheet resistance, one-mirror film d: 1.243 ohm/square
sheet resistance, diffuse film 2d: 0.621 ohm/square
j/j_bulk at mirror face: 0.7579
j/j_bulk at mid-depth d/2: 0.7123
j/j_bulk at diffuse face: 0.4532
thick-film thickness: 400 nm
thick film rho0/rho, one mirror: 0.981250
thick film rho0/rho, two half-specular: 0.981250
thick film rho0/rho, limiting law: 0.981250
imperfect mirror specularity: 0.90
resistivity with imperfect mirror, d: 2.546 microohm cm
grain reflection (rough input): 0.30
grain size: 20 nm
grain parameter alpha: 0.857
with grains, one-mirror film d: 4.40 microohm cm
with same grains, diffuse film 2d: 4.40 microohm cm
with grains of 40 nm, diffuse 2d: 3.45 microohm cm
temperature coefficient (rough input): 0.0039 per K
room and use temperatures: 293 K, 373 K
bulk resistivity at use temperature: 2.23 microohm cm
mean free path at use temperature: 30.5 nm
one-mirror film at use temperature: 3.01 microohm cm
electron density (rough input): 8.50e+28 per m3
Fermi wavenumber: 13.60 per nm
free-electron mean free path from rho0: 38.7 nm
filled subbands in thickness d: 86
inverse subband number: 1.2 percent
```
